# How a buckled silicon dimer bypasses the ethylene [2+2] orbital crossing: a numerical check

```python
"""Ethylene on a buckled Si(100) dimer: four-orbital frontier model.

Result under test: the HOMO-LUMO degeneracy of the ring u-d-C1-C2 is an
isolated point in the plane (buckling, coupling).  The flat symmetric approach
runs through it; a buckled approach led by the down atom goes round it.
Symbols (energies in eV):
  u, d      dangling orbitals of the up and down Si atoms, energies -D and +D
  C1, C2    carbon p orbitals facing d and u, both at energy e
  t, T      hopping strengths u-d and C1-C2
  a, b      coupling strengths d-C1 and u-C2;  q = a/b
All hopping matrix elements are negative; four electrons fill two levels.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

t, T, e, D0, V_END = 0.4, 3.0, 0.5, 0.6, 2.5
OVERLAP_PER_EV = 0.05
DIAGONAL_FRACTION = 0.2
ROW_HOPPING = 0.1
TEMPERATURE = 300.0
PATH_LENGTH_NM = 0.1
KINETIC_EV = 1.0


def coupling_matrix(a, b, diagonal=0.0):
    m = np.zeros((4, 4))
    m[1, 2] = m[2, 1] = a
    m[0, 3] = m[3, 0] = b
    m[1, 3] = m[3, 1] = diagonal * a
    m[0, 2] = m[2, 0] = diagonal * b
    return m


def hamiltonian(D, a, b, level=e, diagonal=0.0):
    h = np.diag([-D, D, level, level]).astype(float)
    h[0, 1] = h[1, 0] = -t
    h[2, 3] = h[3, 2] = -T
    return h - coupling_matrix(a, b, diagonal)


def gap(D, a, b, level=e, diagonal=0.0):
    w = np.linalg.eigvalsh(hamiltonian(D, a, b, level, diagonal))
    return w[2] - w[1]


def electronic_energy(D, a, b, k=0.0):
    s = np.eye(4) + k * coupling_matrix(a, b)
    return 2 * eigh(hamiltonian(D, a, b), s, eigvals_only=True)[:2].sum()


# ---- flat symmetric approach: crossing of the S and A orbitals
r = 1 / np.sqrt(2)
S_BASIS = np.array([[r, r, 0, 0], [0, 0, r, r]]).T
A_BASIS = np.array([[r, -r, 0, 0], [0, 0, r, -r]]).T


def s_minus_a(v, diagonal=0.0):
    h = hamiltonian(0, v, v, diagonal=diagonal)
    upper_s = np.linalg.eigvalsh(S_BASIS.T @ h @ S_BASIS)[1]
    lower_a = np.linalg.eigvalsh(A_BASIS.T @ h @ A_BASIS)[0]
    return upper_s - lower_a


v_cross = brentq(s_minus_a, 0.05, V_END, xtol=1e-13)
v_formula = np.sqrt(t * T * (1 - e**2 / (t + T)**2))
assert abs(v_cross - v_formula) < 1e-9
assert gap(0, v_cross, v_cross) < 1e-9
for v in (0.3, 0.9, 1.5, 2.5):
    rs = np.hypot((T - t - e) / 2, v)
    ra = np.hypot((T - t + e) / 2, v)
    formula = 2 * e - 2 * max(t + T, rs + ra)
    assert abs(electronic_energy(0, v, v) - formula) < 1e-10

# ---- weak coupling to the buckled dimer
g0 = np.hypot(t, D0)
alpha = 0.5 * np.arctan2(t, D0)
ca, sa = np.cos(alpha), np.sin(alpha)


def weak_terms(a, b):
    donation = -(a * ca - b * sa)**2 / (g0 + T - e)
    back = -(b * ca - a * sa)**2 / (g0 + T + e)
    return donation, back


for a, b in ((1, 0), (0, 1), (1, 1), (1, 0.4)):
    x = 0.003
    numeric = (electronic_energy(D0, a * x, b * x)
               - electronic_energy(D0, 0, 0)) / x**2
    assert abs(numeric - sum(weak_terms(a, b))) < 1e-4
assert sum(weak_terms(1, 0)) < sum(weak_terms(0, 1))


# ---- location of the degeneracy for unequal couplings
def degeneracy(q, level):
    A = level / (1 + t / (2 * T) * (q + 1 / q))
    D = -level * t * (q - 1 / q) / (2 * T + t * (q + 1 / q))
    return D, np.sqrt(t * (T**2 - A**2) / T)


for level, q in ((0.5, 2), (0.5, 0.5), (-1.0, 3), (0.0, 2), (0.5, 1)):
    def squared_gap(x):
        return gap(x[0], x[1] * np.sqrt(q), x[1] / np.sqrt(q), level)**2
    found = minimize(squared_gap, [0.05, 1.0], method="Nelder-Mead",
                     options=dict(xatol=1e-9, fatol=1e-18, maxiter=2000))
    assert found.fun < 1e-12
    assert np.allclose(found.x, degeneracy(q, level), atol=1e-5)


# ---- down-first region stays open at fixed buckling
def least_gap(D, level):
    return min(gap(D, m * np.sqrt(q), m / np.sqrt(q), level)
               for q in np.linspace(1, 10, 37)
               for m in np.linspace(0.05, 2.5, 99))


region_gap = least_gap(0.3, e)
assert region_gap > 0.2

# ---- opening of the gap by small buckling, and sign change round the point
tot = t + T
slope = 2 * T * np.sqrt((tot**2 - e**2) / (tot**4 - e**2 * (T - t)**2))
assert abs(gap(1e-3, v_cross, v_cross) / 1e-3 - slope) < 1e-4


def loop_sign(v_centre, D_centre, radius=0.2):
    vectors = []
    for phi in np.linspace(0, 2 * np.pi, 400, endpoint=False):
        v = v_centre + radius * np.cos(phi)
        h = hamiltonian(D_centre + radius * np.sin(phi), v, v)
        vectors.append(np.linalg.eigh(h)[1][:, 1])
    product = 1.0
    for i in range(len(vectors)):
        product *= np.sign(vectors[i - 1] @ vectors[i])
    return int(product)


sign_around, sign_beside = loop_sign(v_cross, 0), loop_sign(v_cross, 0.4)
assert sign_around == -1 and sign_beside == 1

# ---- elastic term that makes the free dimer buckle
free = minimize_scalar(lambda D: D**2 / g0 - 2 * np.hypot(t, D),
                       bounds=(0.01, 2), method="bounded",
                       options=dict(xatol=1e-9))
assert abs(free.x - D0) < 1e-5
flat_cost = -2 * t - free.fun
assert abs(flat_cost - (g0 - t)**2 / g0) < 1e-9

# ---- two paths, s from 0 (separate) to 1 (two Si-C bonds)
grid = np.linspace(0, 1, 401)


def flat_path(s):
    return 0.0, V_END * s, V_END * s


def buckled_path(s):
    return D0 * (1 - s**2), V_END * s * (2 - s), V_END * s**2


def total_energy(point, k):
    return point[0]**2 / g0 + electronic_energy(*point, k)


gaps = np.array([gap(*buckled_path(s)) for s in grid])
s_min, min_gap = grid[gaps.argmin()], gaps.min()
D_min, a_min, b_min = buckled_path(s_min)
assert min_gap > 0.5

h_sum, v_test, k = e - t - T, 0.6, OVERLAP_PER_EV
rise_formula = 2 * ((h_sum + 2 * k * v_test**2)
                    / (1 - (k * v_test)**2) - h_sum)
rise = electronic_energy(0, v_test, v_test, k) - electronic_energy(0, 0, 0)
assert abs(rise - rise_formula) < 1e-10

start = total_energy(buckled_path(0), k)
e_flat = np.array([total_energy(flat_path(s), k) for s in grid]) - start
e_buck = np.array([total_energy(buckled_path(s), k) for s in grid]) - start
assert e_flat.max() > flat_cost + 0.05
assert e_buck.max() < 1e-9
assert abs(e_flat[-1] - e_buck[-1]) < 1e-9

# ---- omitted effect: on-site repulsion, full configuration interaction
PAIRS = list(itertools.combinations(range(4), 2))
P = np.zeros((16, 6))
for col, (i, j) in enumerate(PAIRS):
    P[4 * i + j, col], P[4 * j + i, col] = r, -r
I4, I6 = np.eye(4), np.eye(6)


def two_body_space(op):
    return P.T @ (np.kron(op, I4) + np.kron(I4, op)) @ P


UNIT = [[two_body_space(np.outer(I4[i], I4[j])) for j in range(4)]
        for i in range(4)]
REPULSION = sum(np.kron(UNIT[i][i] - I6 / 2, UNIT[i][i] - I6 / 2)
                for i in range(4))


def ci_ground(point, U):
    one = two_body_space(hamiltonian(*point))
    w, c = np.linalg.eigh(np.kron(one, I6) + np.kron(I6, one) + U * REPULSION)
    m = c[:, 0].reshape(6, 6)
    up, down = m @ m.T, m.T @ m
    density = np.array([[np.sum(UNIT[i][j] * (up + down)) for j in range(4)]
                        for i in range(4)])
    occupations = np.linalg.eigvalsh((density + density.T) / 2)[::-1]
    return w[0], occupations


probe = buckled_path(0.5)
energy_ci, occ_ci = ci_ground(probe, 0.0)
assert abs(energy_ci - electronic_energy(*probe)) < 1e-10
assert np.allclose(occ_ci, [2, 2, 0, 0], atol=1e-9)
third = {}
for U in (0.5, 1.0, 2.0):
    third[U] = [max(ci_ground(path(s), U)[1][2] for s in grid[::2])
                for path in (flat_path, buckled_path)]
assert third[0.5][0] > 0.9 and third[0.5][1] < 0.5 * third[0.5][0]

# ---- omitted effect: diagonal couplings d-C2 and u-C1
v_cross_diag = brentq(s_minus_a, 0.05, V_END, args=(DIAGONAL_FRACTION,))
gap_diag = min(gap(*buckled_path(s), diagonal=DIAGONAL_FRACTION)
               for s in grid)
assert gap_diag > 0.1


# ---- omitted effect: hopping along a row of five alternately buckled dimers
def row_gap(s):
    D, a, b = buckled_path(s)
    h = np.zeros((12, 12))
    for i in range(5):
        tilt = D if i == 2 else D0 * (-1)**i
        h[2 * i, 2 * i], h[2 * i + 1, 2 * i + 1] = -tilt, tilt
        h[2 * i, 2 * i + 1] = -t
        if i < 4:
            h[2 * i, 2 * i + 2] = h[2 * i + 1, 2 * i + 3] = -ROW_HOPPING
    h[10, 10] = h[11, 11] = e
    h[10, 11], h[5, 10], h[4, 11] = -T, -a, -b
    w = np.linalg.eigvalsh(h, UPLO="U")
    return w[6] - w[5]


gap_row = min(row_gap(s) for s in grid)
assert gap_row > 0.2

# ---- omitted effects: temperature and finite nuclear speed
kT = const.k * TEMPERATURE / const.e
mass = 28 * const.atomic_mass
speed = np.sqrt(2 * KINETIC_EV * const.e / mass)
s_cross = v_cross / V_END
ds = 1e-5
level_slope = (s_minus_a((s_cross + ds) * V_END)
               - s_minus_a((s_cross - ds) * V_END)) / (2 * ds)
sweep = abs(level_slope) * speed / (PATH_LENGTH_NM * 1e-9)
hop_probability = np.exp(-2 * np.pi * (min_gap / 2)**2
                         / (const.hbar / const.e * sweep))

to_kj = const.e * const.N_A / 1000
print(f"Inputs: t={t}, T={T}, e={e}, D0={D0}, final coupling={V_END} eV")
print(f"Overlap per eV of coupling: {k} 1/eV")
print(f"Flat path: crossing coupling v_c = {v_cross:.4f} eV")
print(f"Flat path: crossing at s = {s_cross:.4f}")
print(f"Free buckled dimer: half gap g0 = {g0:.4f} eV")
print(f"Free buckled dimer: full gap = {2*g0:.4f} eV")
print(f"Mixing angle alpha = {np.degrees(alpha):.2f} degrees")
print(f"Filled orbital weight on up atom = {ca**2:.4f}")
print("Weak-coupling energy / coupling^2 (1/eV): donation, back, sum")
for name, ab in (("down atom only", (1, 0)), ("up atom only", (0, 1)),
                 ("both equal", (1, 1))):
    x, y = weak_terms(*ab)
    print(f"  {name}: {x:.4f}, {y:.4f}, {x+y:.4f}")
print("Degeneracy point: q, D (eV), sqrt(ab) (eV)")
for q in (0.5, 1, 2):
    x, y = degeneracy(q, e)
    print(f"  e=+0.5 eV: {q}, {x:.4f}, {y:.4f}")
x, y = degeneracy(2, -e)
print(f"  e=-0.5 eV: 2, {x:.4f}, {y:.4f}")
print(f"Least gap, D=0.3 eV, q from 1 to 10: {region_gap:.4f} eV")
print(f"Gap per unit D at flat crossing = {slope:.4f}")
print(f"HOMO sign, loop round / beside point: {sign_around}, {sign_beside}")
print(f"Cost of flattening free dimer = {flat_cost:.4f} eV")
print(f"Buckled path: least gap = {min_gap:.4f} eV at s = {s_min:.4f}")
print(f"  there D={D_min:.4f}, a={a_min:.4f}, b={b_min:.4f} eV")
print(f"Overlap rise, flat path, v={v_test} eV: {rise:.4f} eV")
print("Frontier energy from free buckled dimer, with overlap (eV)")
for s in (0, 0.1, 0.2, 0.3, 0.4, 0.5, 0.7, 1.0):
    i = int(round(s * 400))
    print(f"  s={s}: flat {e_flat[i]:.4f}, buckled {e_buck[i]:.4f}")
print(f"Flat path maximum = {e_flat.max():.4f} eV"
      f" = {e_flat.max()*to_kj:.1f} kJ/mol")
print(f"  at s = {grid[e_flat.argmax()]:.4f}")
print(f"Buckled path maximum above start = {max(e_buck.max(), 0):.4f} eV")
print("Repulsion U: largest third natural occupation, flat / buckled")
for U, (x, y) in third.items():
    print(f"  U={U} eV: {x:.3f} / {y:.3f}")
print(f"Diagonal coupling fraction {DIAGONAL_FRACTION}:"
      f" v_c = {v_cross_diag:.4f} eV")
print(f"  buckled least gap = {gap_diag:.4f} eV")
print(f"Row hopping {ROW_HOPPING} eV: buckled least gap = {gap_row:.4f} eV")
print(f"Thermal energy at {TEMPERATURE:.0f} K = {kT:.4f} eV")
print(f"Boltzmann factor for flattening = {np.exp(-flat_cost/kT):.2e}")
print(f"Speed at {KINETIC_EV} eV kinetic energy = {speed:.0f} m/s")
print(f"Landau-Zener hop over {PATH_LENGTH_NM} nm = {hop_probability:.1e}")
print("verified")
```

Output:

```
Inputs: t=0.4, T=3.0, e=0.5, D0=0.6, final coupling=2.5 eV
Overlap per eV of coupling: 0.05 1/eV
Flat path: crossing coupling v_c = 1.0835 eV
Flat path: crossing at s = 0.4334
Free buckled dimer: half gap g0 = 0.7211 eV
Free buckled dimer: full gap = 1.4422 eV
Mixing angle alpha = 16.85 degrees
Filled orbital weight on up atom = 0.9160
Weak-coupling energy / coupling^2 (1/eV): donation, back, sum
  down atom only: -0.2844, -0.0199, -0.3043
  up atom only: -0.0261, -0.2170, -0.2431
  both equal: -0.1382, -0.1055, -0.2437
Degeneracy point: q, D (eV), sqrt(ab) (eV)
  e=+0.5 eV: 0.5, 0.0429, 1.0842
  e=+0.5 eV: 1, -0.0000, 1.0835
  e=+0.5 eV: 2, -0.0429, 1.0842
  e=-0.5 eV: 2, 0.0429, 1.0842
Least gap, D=0.3 eV, q from 1 to 10: 0.5250 eV
Gap per unit D at flat crossing = 1.7567
HOMO sign, loop round / beside point: -1, 1
Cost of flattening free dimer = 0.1430 eV
Buckled path: least gap = 0.8227 eV at s = 0.5725
  there D=0.4033, a=2.0431, b=0.8194 eV
Overlap rise, flat path, v=0.6 eV: 0.0668 eV
Frontier energy from free buckled dimer, with overlap (eV)
  s=0: flat 0.1430, buckled 0.0000
  s=0.1: flat 0.1546, buckled -0.0477
  s=0.2: flat 0.1894, buckled -0.1562
  s=0.3: flat 0.2475, buckled -0.2845
  s=0.4: flat 0.3290, buckled -0.4151
  s=0.5: flat -0.0287, buckled -0.5723
  s=0.7: flat -1.2905, buckled -1.3149
  s=1.0: flat -3.3266, buckled -3.3266
Flat path maximum = 0.3582 eV = 34.6 kJ/mol
  at s = 0.4325
Buckled path maximum above start = 0.0000 eV
Repulsion U: largest third natural occupation, flat / buckled
  U=0.5 eV: 0.993 / 0.010
  U=1.0 eV: 0.982 / 0.073
  U=2.0 eV: 0.997 / 0.984
Diagonal coupling fraction 0.2: v_c = 1.0476 eV
  buckled least gap = 1.1177 eV
Row hopping 0.1 eV: buckled least gap = 0.8493 eV
Thermal energy at 300 K = 0.0259 eV
Boltzmann factor for flattening = 3.96e-03
Speed at 1.0 eV kinetic energy = 2625 m/s
Landau-Zener hop over 0.1 nm = 5.3e-09
verified
```
